# How Deep Is the Smallest of Ten Billion Gaussian Contact Widths?

## Problem

A chip carries $N=10^{10}$ contact holes. Treat their widths as independent draws from one Gaussian distribution with mean $\mu$ and standard deviation $\sigma$.

(a) How many standard deviations below the mean does the smallest width typically lie, and how much does this depth vary from chip to chip?

(b) How does the answer change with the number of contacts?

(c) For $\mu=20$ nm and $\sigma=0.8$ nm, how wide is the smallest contact, and how far can the Gaussian assumption be trusted there?

## Solution

### The law of the minimum

Measure each width $w$ by $x=(w-\mu)/\sigma$, which has mean zero and standard deviation one. Its density is

$$\phi(x)=\frac{1}{\sqrt{2\pi}}\,e^{-x^2/2}.$$

The smallest width is written $\mu-D\sigma$, so a larger $D$ means a narrower contact. This depth $D$ is a random number that differs between chips.

Let $Q(z)$ be the probability that one given contact lies more than $z$ standard deviations below the mean. The Gaussian is symmetric, so

$$Q(z)=\int_z^\infty \phi(t)\,dt,\qquad \frac{dQ}{dz}=-\phi(z).$$

The statement $D\le z$ means that no contact lies deeper than $z$. Each contact satisfies this with probability $1-Q$, and independence lets the probabilities be multiplied:

$$P(D\le z)=[1-Q(z)]^N .$$

At the depths of interest $Q$ is tiny. Since $\ln(1-Q)=-Q-Q^2/2-\dots$,

$$P(D\le z)\simeq e^{-NQ(z)} .$$

The neglected part of the exponent is about $NQ^2/2$, which is $3\times10^{-11}$ at $z=6.4$. The quantity $NQ(z)$ is the average number of contacts deeper than $z$. The minimum must therefore lie near the depth where this number is of order one.

### The size of the Gaussian tail

The integral $Q$ has no elementary closed form, but it can be bounded in terms of $\phi$. Because $t\phi(t)=-\phi'(t)$, integration by parts gives

$$Q(z)=\int_z^\infty\frac{1}{t}\,t\phi(t)\,dt=\frac{\phi(z)}{z}-\int_z^\infty\frac{\phi(t)}{t^2}\,dt .$$

The last integral is positive, so $Q<\phi/z$. Treating that integral in the same way,

$$\int_z^\infty\frac{\phi(t)}{t^2}\,dt=\frac{\phi(z)}{z^3}-3\int_z^\infty\frac{\phi(t)}{t^4}\,dt<\frac{\phi(z)}{z^3}.$$

Together, for $z>0$,

$$\frac{\phi(z)}{z}\left(1-\frac1{z^2}\right)<Q(z)<\frac{\phi(z)}{z}.$$

At $z=6.4$ the two bounds differ by 2.4 percent of the upper one.

### The most probable depth

"Typically" may refer to the most probable value, the median or the mean. The most probable value is the easiest to find by hand. Differentiating $P(D\le z)$ gives the probability density of $D$:

$$f(z)=N\phi(z)[1-Q(z)]^{N-1}.$$

At its maximum the derivative of $\ln f$ vanishes. Here $d\ln\phi/dz=-z$ and $d\ln(1-Q)/dz=\phi/(1-Q)$, so

$$-z+\frac{(N-1)\phi(z)}{1-Q(z)}=0 .$$

For large $N$ and small $Q$ this becomes $N\phi(m)=m$, where $m$ is the most probable depth. Inserting $\phi$ and taking logarithms,

$$\ln\frac{N}{\sqrt{2\pi}}-\frac{m^2}{2}=\ln m
\quad\Longrightarrow\quad
m=\sqrt{2\left[\ln\frac{N}{\sqrt{2\pi}}-\ln m\right]} .$$

The unknown also stands on the right, but inside a logarithm, so iteration works well. The derivative of the right side with respect to $m$ is $-1/m^2$ at the solution, about $-0.025$. Near the solution each round therefore reduces the error about fortyfold and reverses its sign.

For $N=10^{10}$, $\ln N=23.026$ and $\ln(N/\sqrt{2\pi})=22.107$. A crude start keeps only the leading term, $\sqrt{2\ln N}=6.786$. The next round gives

$$\sqrt{2(22.107-\ln 6.786)}=\sqrt{2(22.107-1.915)}=6.355,$$

and the one after it gives 6.365, which no longer changes at this precision. The most probable depth is 6.36 standard deviations.

### Median, mean and scatter

Define $b$ as the depth beyond which one contact is expected on average, $NQ(b)=1$. Numerically $b=6.361$. It lies slightly below $m$, as it must: the upper tail bound gives $NQ(m)<N\phi(m)/m=1$, and $Q$ decreases with depth.

Near $b$ the tail is almost an exponential. Its local rate of decay is

$$h=-\left.\frac{d\ln Q}{dz}\right|_b=\frac{\phi(b)}{Q(b)}=6.51,$$

so that $NQ(b+t)\simeq e^{-ht}$ for small $t$. Put $G=h(D-b)$. The law of the minimum becomes

$$P(G\le g)\simeq \exp\left(-e^{-g}\right),$$

which is the Gumbel distribution.

The median follows from $e^{-g}=\ln2$, or $g=-\ln(\ln2)=0.367$:

$$D_{\rm median}\simeq b+\frac{0.367}{h}=6.361+0.056=6.42 .$$

For the mean, substitute $s=e^{-G}$. The Gumbel law then says $P(s\ge a)=e^{-a}$, so $s$ has density $e^{-s}$ on $s>0$. The averages needed come from differentiating $\int_0^\infty s^a e^{-s}ds=\Gamma(1+a)$ at $a=0$:

$$\langle G\rangle=-\int_0^\infty \ln s\;e^{-s}ds=-\Gamma'(1)=\gamma=0.577,$$

$$\langle G^2\rangle=\int_0^\infty(\ln s)^2e^{-s}ds=\Gamma''(1)=\gamma^2+\frac{\pi^2}{6}.$$

Here $\gamma$ is Euler's constant. The variance of $G$ is $\pi^2/6$, and therefore

$$\langle D\rangle\simeq b+\frac{\gamma}{h}=6.450,\qquad
\text{scatter of }D\simeq\frac{\pi}{\sqrt6\,h}=0.197 .$$

Integrating the full density $f(z)$ numerically gives a mean of 6.447 and a scatter of 0.192. The small difference in the mean can be traced to the curvature of $\ln Q$. Differentiating $h(z)=\phi/Q$ gives $h'=h(h-z)$, which is $6.51\times0.150=0.98$ at $b$. To the next order,

$$G=ht+\tfrac12h't^2\quad\Longrightarrow\quad t\simeq\frac{G}{h}-\frac{h'G^2}{2h^3},$$

where $t=D-b$ and $G$ now denotes $-\ln[NQ(D)]$, which still follows the Gumbel law. The mean moves by

$$-\frac{h'}{2h^3}\left(\gamma^2+\frac{\pi^2}{6}\right)=-\frac{0.98\times1.98}{2\times276}=-0.0035,$$

which accounts for the change from 6.450 to 6.447.

The answer to (a) is thus about 6.4 standard deviations for any of the three meanings: 6.36 for the most probable depth, 6.42 for the median and 6.45 for the mean. The middle 90 percent of chips have depths between 6.19 and 6.80. The distribution leans toward the deep side, which is why the mean exceeds the median.

A simulation supports these values. For each of 20,000 chips, the number of contacts deeper than 5.5 standard deviations was drawn at random with the correct binomial probability. Their depths were drawn from the Gaussian tail, and the deepest was kept. The simulated mean was 6.448 and the median 6.418. The expected statistical error of that mean is $0.192/\sqrt{20000}=0.0014$.

### Dependence on the number of contacts

The median satisfies $NQ=\ln2$. If $N$ grows, $Q$ at the median must fall in proportion. Since $\ln Q$ falls at the rate $h$,

$$\frac{dD_{\rm median}}{d\ln N}\simeq\frac1h .$$

Ten times more contacts should deepen the minimum by about $\ln10/h=0.354$ standard deviations. The full law gives 0.342. The estimate is slightly high because it keeps $h$ fixed, whereas $h$ increases with depth.

For very large $N$ the leading behaviour is $\sqrt{2\ln N}$, but this limit is approached slowly. The equation for $m$ can be written

$$m^2=2\ln N-2\ln\left(\sqrt{2\pi}\,m\right).$$

At $N=10^{10}$ the second term is 5.5 against 46.1 for the first, and dropping it overstates the depth by 0.42. In the same limit $h$ approaches $z$, so the scatter shrinks roughly as $1.28/\sqrt{2\ln N}$. The minimum becomes slowly deeper and slowly better defined.

The opposite limit shows where the approximations end. For $N=1$ the formula $[1-Q]^N$ still holds, and $D$ is then an ordinary Gaussian variable centred on zero. The tail expansion and the Gumbel form have no justification there, because they require $b$ to be well above one.

### Contact holes in numbers

With $\mu=20$ nm and $\sigma=0.8$ nm, the median shortfall is

$$6.417\times0.8\ \text{nm}=5.13\ \text{nm},$$

and the median smallest width is 14.87 nm. The chip-to-chip scatter is $0.192\times0.8=0.15$ nm. At a pitch of 40 nm each contact occupies 1600 nm², so all ten billion fit into 16 mm².

These values are rough but typical of holes printed with extreme-ultraviolet light of wavelength 13.5 nm. Take a dose of 40 mJ/cm² with one fifth absorbed in the resist, also rough values. Each photon carries 91.8 eV, which gives 27.2 incident photons per nm². If this dose is taken as uniform over the hole, a disc 20 nm across absorbs

$$27.2\times\pi(10)^2\times0.20\simeq1700$$

photons. A Poisson count of this size fluctuates by $1/\sqrt{1708}=2.4$ percent.

To turn dose noise into width noise, suppose that the image of a hole is an isolated Gaussian spot of standard deviation $s$, and that the resist opens wherever the exposure exceeds a sharp threshold. With peak exposure $E$ and threshold $E_{\rm th}$, the edge at radius $w/2$ obeys

$$E\,e^{-w^2/(8s^2)}=E_{\rm th}\quad\Longrightarrow\quad w^2=8s^2\ln\frac{E}{E_{\rm th}} .$$

Let $u$ be the change of $\ln E$ from the value that prints $w=\mu$. Then

$$w^2=\mu^2+8s^2u,\qquad \left.\frac{dw}{du}\right|_{u=0}=\frac{4s^2}{\mu}.$$

For $s=12$ nm this slope is $4\times144/20=28.8$ nm. Photon noise alone then produces $28.8\times0.0242=0.70$ nm of width noise. This treats the noise as a uniform rescaling of the whole spot. In reality the photons arrive at random positions and those near the edge count most, so the result also depends on how far the resist blurs each absorption: for the same 12 nm spot it runs from about 0.5 nm for a blur of 5 to 7 nm up to 0.9 to 1.0 nm for a blur of 1 nm. The value 0.70 nm therefore gives only the order of size. For such an isolated spot, the chosen $\sigma=0.8$ nm requires a total dose noise of 2.8 percent, which leaves some room for noise from the resist chemistry. The division depends on $s$, an assumed value, and on the neighbouring holes. In a square array at 40 nm pitch, spots this wide overlap. If their intensities add, the image is less steep at the hole edge and the hole is no longer exactly round. Taking its width as the diameter of a circle of equal area, photon noise alone would give slightly more than 0.8 nm. For $s=9$ nm it would give only about 0.4 nm, and the overlap would hardly matter.

### How far the Gaussian can be trusted

The same image model shows that Gaussian noise in the logarithm of the dose does not give Gaussian widths. Let $u=\sigma_u x$, with $x$ a standard Gaussian variable. Matching the slope at the centre requires $\sigma=4s^2\sigma_u/\mu$, so $8s^2\sigma_u=2\mu\sigma$ and

$$w=\mu\sqrt{1+\frac{2\sigma}{\mu}\,x}.$$

The spot size has cancelled, which is exact only for an isolated spot. With $s=12$ nm, overlap with neighbours at 40 nm pitch would raise the smallest width found below by roughly 0.1 to 0.3 nm. Since $w$ increases with $x$, the smallest width belongs to the smallest $x$, whose median is $-6.417$:

$$w=20\ \text{nm}\times\sqrt{1-0.08\times6.417}=13.95\ \text{nm}.$$

This is 0.9 nm below the Gaussian answer. The reason is that a hole near closure responds more strongly to a given change in dose: $dw/du=4s^2/w$ grows as $w$ shrinks.

The bulk of the distribution hardly reveals the difference. Its mean is 19.98 nm and its standard deviation 0.802 nm. With $a=\sigma/\mu$, expansion gives $w/\mu\simeq1+ax-a^2x^2/2$. Apart from a constant, the deviation is proportional to $y=x-\tfrac a2(x^2-1)$. To first order in $a$,

$$\langle y^3\rangle=-\frac{3a}{2}\langle x^2(x^2-1)\rangle=-\frac{3a}{2}(3-1)=-3a .$$

This predicts a skewness of $-0.12$, and the full expression gives $-0.122$. Yet the smallest contact lies 7.5 of the distribution's own standard deviations below its own mean, instead of 6.4.

Three other changes can be sized separately. In the table each row after the first changes one assumption of the Gaussian model. The mean stays at 20 nm and the total standard deviation at 0.8 nm, except in the curved-response row, where they take the values just given.

| Case | Median smallest width (nm) |
|---|---:|
| Independent Gaussian widths | 14.87 |
| Ten times more contacts | 14.59 |
| Curved response to dose | 13.95 |
| $\sigma$ varies by 5 percent | 14.64 |
| Identical widths in groups of ten | 15.15 |

In the fourth row, each contact has its own $\sigma$, drawn independently from a Gaussian distribution with a 5 percent relative standard deviation. The depth rises to 6.69 total standard deviations. The shape of this spread matters somewhat: a lognormal spread of the same size gives 6.72 and a uniform one 6.65. Contacts with a larger $\sigma$ supply a disproportionate share of the deep tail: raising $\sigma$ by 5 percent turns a depth of 6.42 into $6.42/1.05=6.11$ of the larger $\sigma$, where $Q$ is about seven times larger.

In the last row, complete correlation within groups leaves $10^9$ independent draws, and the depth falls to 6.06. This kind of correlation makes the minimum less extreme, but by only about a third of a standard deviation.

Photon counting adds a further correction to the dose noise itself. The Poisson count reached with probability $\ln2/N$ lies, in log dose, 6.77 photon-noise units below the mean count, compared with 6.42 for Gaussian log dose. Two effects compete. A Gaussian count would give $-\ln(1-0.0242\times6.417)/0.0242=6.97$, because the logarithm stretches low values; the Poisson distribution has a shorter low tail than the Gaussian and takes part of this back. If photon noise acts alone and the width responds linearly, the net increase of 0.35 units corresponds to about 0.24 nm.

With the values chosen here, the curved response to dose gives the largest shift: within the threshold model it moves the smallest width from 14.9 to about 14.0 nm. The ranking depends on those choices; a larger spread of $\sigma$, for example, would deepen the minimum further than the table shows. The value 14.0 nm also assumes noise that is Gaussian in the logarithm of the dose. With the same $\sigma$, Poisson dose noise gives about 13.5 nm and noise that is Gaussian in the dose itself about 13.2 nm. These corrections need not simply add, and an actual resist may have a different tail.

Some holes may also fail to open through a separate mechanism that the width distribution does not describe. If this happens independently with probability $p$ per contact, a chip escapes it with probability $(1-p)^N$. Half of all chips contain at least one such closed hole when

$$p=1-2^{-1/N}\simeq\frac{\ln2}{N}=6.9\times10^{-11}.$$

Above this probability, closed holes set the minimum in most chips, whatever the value of $\sigma$. The figure of 6.4 standard deviations is therefore a sound estimate for independent Gaussian widths, but a yield limit for a real process needs evidence about the tail itself. The computed values are collected in the numerical output below.

## Computed results

```
number of contacts N: 1e+10
ln N: 23.026
ln(N/sqrt(2 pi)): 22.107
hand iteration 0: 6.7861 sigma
hand iteration 1: 6.3548 sigma
hand iteration 2: 6.3652 sigma
hand iteration 3: 6.3649 sigma
most probable depth: 6.3649 sigma
depth b with N Q(b) = 1: 6.3613 sigma
tail decay rate h: 6.5116 per sigma
median depth, full law: 6.4174 sigma
median depth, Gumbel: 6.4176 sigma
mean depth, full law: 6.4467 sigma
mean depth, Gumbel: 6.4500 sigma
scatter of depth, full law: 0.1916 sigma
scatter of depth, Gumbel: 0.1970 sigma
5 to 95 percent range: 6.191 to 6.803 sigma
sampled chips: 20000
sampled mean depth: 6.4483 sigma
sampled median depth: 6.4180 sigma
exponent error at 6.4 sigma: 3.0e-11
extra depth for 10 N, full law: 0.3419 sigma
extra depth for 10 N, ln(10)/h: 0.3536 sigma
mean width: 20.0 nm
sigma of width: 0.80 nm
pitch: 40 nm
area holding N contacts: 16.0 mm2
median shortfall: 5.13 nm
median smallest width: 14.87 nm
wavelength: 13.5 nm
photon energy: 91.8 eV
dose: 40 mJ/cm2
absorbed fraction: 0.20
incident photons: 27.2 per nm2
absorbed photons per contact: 1708
photon noise of dose: 2.42 percent
image spot size (std. dev.): 12 nm
dose noise giving sigma: 2.78 percent
width noise from photons: 0.70 nm
curved response, smallest: 13.95 nm
curved response, mean width: 19.984 nm
curved response, sigma: 0.802 nm
curved response, skewness: -0.122
curved response, depth: 7.52 own sigma
Poisson log-dose depth: 6.77 photon-noise units
spread of sigma: 5 percent
depth with spread of sigma: 6.69 total sigma
identical contacts per group: 10
depth with such groups: 6.06 sigma
closure chance that matters: 6.93e-11 per contact
```
